# Stress-Relaxation Distance in a Copper Line after 1000 Hours

A void that opens in a tensioned copper line relaxes the stress around it over the distance

\[
L=\sqrt{\kappa t},\qquad \kappa=\frac{DB\Omega}{kT},
\]

where \(D\) is the effective atomic diffusivity, \(B\) the confinement modulus, \(\Omega\) the atomic volume, \(T\) the temperature and \(t\) the time since the void opened. For \(D=10^{-18}\ \mathrm{m^2/s}\), \(B=20\) GPa, \(T=473\) K and \(t=1000\) h, this gives \(L\approx 11\) µm.

The length is a scale, not a sharp front. At distance \(L\) from the void about half the initial tension remains. Defining the length as \(2\sqrt{\kappa t}\) instead would give about 23 µm here, so the prefactor must be stated with the number.

## The estimate on an envelope

Take a narrow line held by its surroundings under a uniform tension \(\sigma_0\), counted positive. A void at one end has a free surface, where the tension is zero. Atoms leave that surface and enter the line, because a site in stretched metal has lower energy than a site at the free surface. Each added atom reduces the tension.

Suppose the tension has fallen substantially over a length \(L\). Two quantities must match.

- The atoms needed. To remove a tension \(\sigma_0\), the fraction of added atoms must be \(\sigma_0/B\). With \(1/\Omega\) atoms per volume, the number per unit cross-section is about \(L\sigma_0/(B\Omega)\).
- The atoms delivered. An atom gains energy \(\Omega\sigma_0\) over the distance \(L\), so the force on it is about \(\Omega\sigma_0/L\). Its drift velocity is \(D/kT\) times the force. Multiplying by \(1/\Omega\) gives a flux of about \(D\sigma_0/(kTL)\), and in time \(t\) this delivers \(D\sigma_0t/(kTL)\).

Equating the two,

\[
\frac{L\sigma_0}{B\Omega}=\frac{D\sigma_0t}{kTL}
\quad\Longrightarrow\quad
L^2=\frac{DB\Omega}{kT}\,t .
\]

The initial tension cancels: a larger tension drives a larger flux but also requires more atoms.

For the numbers, take the edge of copper's fcc cube as 0.3615 nm. The cube holds four atoms, so \(\Omega=1.181\times10^{-29}\ \mathrm{m^3}\). At 473 K, \(kT=6.530\times10^{-21}\) J. The dimensionless factor that multiplies \(D\) is

\[
\frac{B\Omega}{kT}=\frac{(20\times10^9)(1.181\times10^{-29})}{6.530\times10^{-21}}=36.17 .
\]

Hence \(\kappa=3.617\times10^{-17}\ \mathrm{m^2/s}\). With \(t=3.60\times10^6\) s,

\[
\kappa t=1.302\times10^{-10}\ \mathrm{m^2},\qquad L=11.41\ \text{µm}.
\]

The length \(\sqrt{Dt}\) is only 1.90 µm. Stress travels \(\sqrt{36.17}\approx6\) times farther because a small fractional change in the number of atoms changes the stress a great deal. The length \(\sqrt{Dt}\) is the range of a marked atom only if atoms move through the whole cross-section. When they move in a thin interface layer, \(D\) is an average over the section, and an atom that stays in the layer can travel farther than \(L\).

## Controlled derivation

**Chemical potential.** Insert one atom at an internal boundary across which the normal tension is \(\sigma\). The body expands by \(\Omega\), and the surrounding tension does work \(\Omega\sigma\) on it. The cost of adding the atom is lowered by this amount:

\[
\mu=\mu_0-\Omega\sigma .
\]

The stress is represented by one number at each position \(x\). Terms of second order in the elastic strain are dropped; relative to \(\Omega\sigma\) they are of the order of the elastic strain of the metal itself. For hydrostatic tension this is \(\sigma/2K\), with \(K\) the bulk modulus, below 0.1 percent for \(\sigma_0=200\) MPa and a rough \(K=140\) GPa. The force on an atom is

\[
F=-\frac{\partial\mu}{\partial x}=\Omega\frac{\partial\sigma}{\partial x},
\]

and it points toward higher tension.

**Mobility.** Let an atom hop a distance \(a\) to either side at rate \(\Gamma\) when no force acts. In time \(t\) its mean square displacement is \(2\Gamma a^2t\), which by definition equals \(2Dt\), so \(D=\Gamma a^2\). This takes successive hops to be independent. When atoms move by exchange with vacancies, a marked atom tends to jump back, and its measured (tracer) diffusivity is smaller than \(\Gamma a^2\), by a factor 0.78 on an fcc lattice and 0.47 on a square planar one. The \(D\) needed below is \(\Gamma a^2\); using a tracer value in its place would make \(L\) too short by a factor 1.13 or 1.46. A force lowers the barrier by \(Fa/2\) in one direction and raises it by the same amount in the other. The drift velocity is then

\[
v=a\Gamma\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)\simeq\frac{\Gamma a^2F}{kT}=\frac{DF}{kT},
\]

valid for \(Fa\ll kT\). Here \(\Omega\sigma_0/kT=0.362\) is spread over micrometres while \(a\) is a fraction of a nanometre, so the condition holds well, except in the first moments after the void opens.

With \(1/\Omega\) atoms per volume, the flux is

\[
J=\frac{v}{\Omega}=\frac{D}{kT}\frac{\partial\sigma}{\partial x}.
\]

The diffusivity is an average over the cross-section. If atoms move in a fraction \(f\) of it, such as an interface layer, with local diffusivity \(D_i\), the average flux is \(f\) times the local one and \(D=fD_i\). This assumes that the stress evens out across the line much faster than along it.

**Atom balance and confinement.** Let \(g\) be the fraction of atoms added at a given place. The density of added atoms is \(g/\Omega\), so conservation gives

\[
\frac{\partial g}{\partial t}=-\Omega\frac{\partial J}{\partial x}.
\]

The surroundings resist expansion, and the modulus \(B\) is defined by \(d\sigma=-B\,dg\). Therefore

\[
\frac{\partial\sigma}{\partial t}=-B\frac{\partial g}{\partial t}
=B\Omega\frac{\partial J}{\partial x}
=\frac{DB\Omega}{kT}\frac{\partial^2\sigma}{\partial x^2}
=\kappa\frac{\partial^2\sigma}{\partial x^2}.
\]

The two minus signs cancel, and the result is an ordinary diffusion equation. The last step takes \(D\) to be uniform and independent of stress.

**Solution.** The void surface is at \(x=0\), where \(\sigma=0\) for \(t>0\). Initially \(\sigma=\sigma_0\) throughout the line, whose far end is taken to be remote. No other length enters, so write \(\sigma=\sigma_0s(\eta)\) with \(\eta=x/\sqrt{\kappa t}\). Then

\[
\frac{\partial s}{\partial t}=-\frac{\eta}{2t}s',\qquad
\kappa\frac{\partial^2s}{\partial x^2}=\frac{1}{t}s'',
\]

and the diffusion equation becomes

\[
s''+\frac{\eta}{2}s'=0 .
\]

This is a first-order equation for \(s'\), with solution \(s'=Ce^{-\eta^2/4}\). Since \(s\) rises from 0 to 1 and \(\int_0^\infty e^{-\eta^2/4}d\eta=\sqrt\pi\), the constant is \(C=1/\sqrt\pi\). Integrating from zero,

\[
\sigma(x,t)=\sigma_0\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{\kappa t}}\right)
=\sigma_0\,\mathrm{erf}\!\left(\frac{x}{2L}\right).
\]

The remaining fractions of the tension are 0.28 at \(L/2\), 0.52 at \(L\), 0.84 at \(2L\) and 0.97 at \(3L\). Half the tension remains at \(x=0.954L=10.88\) µm. At a quarter of the time this point is half as far away, at 5.44 µm.

**Size of the void.** The volume of metal entering the line per unit area and time is \(\Omega J(0,t)\). From the solution, \(\partial\sigma/\partial x=\sigma_0/\sqrt{\pi\kappa t}\) at \(x=0\), and \(\Omega D/kT=\kappa/B\). Thus

\[
\Omega J(0,t)=\frac{\sigma_0}{B}\sqrt{\frac{\kappa}{\pi t}},
\qquad
\ell_v=\int_0^t\Omega J(0,t')\,dt'=\frac{2\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}} .
\]

The length \(\ell_v\) is the void volume divided by the cross-section of the line. For a rough initial tension of 200 MPa, \(\sigma_0/B=0.01\) and

\[
\ell_v=\frac{2(0.01)(11.41\ \text{µm})}{\sqrt\pi}\approx129\ \text{nm}.
\]

Unlike \(L\), the void length is proportional to the initial tension.

The profile was tested by counting atoms in 400 cells spanning \(10L\), using the flux law and the confinement law. Cell by cell these combine into the same diffusion equation, so the count checks the solution, not the model. The largest deviation from the error function was \(2\times10^{-5}\) of \(\sigma_0\). The count also gave a half-stress distance of 10.88 µm and a void length of 128.8 nm, in agreement with the formulas.

## Comparing the estimate with the solution

The envelope argument fixes the scaling but not the profile. A slightly better estimate gives a meaning to both \(\sqrt{\kappa t}\) and \(2\sqrt{\kappa t}\). Replace the profile by a straight ramp, \(\sigma=\sigma_0x/\ell\) for \(x<\ell\), and \(\sigma=\sigma_0\) beyond. The mean stress drop within the ramp is \(\sigma_0/2\), so the added metal per unit area is \(\sigma_0\ell/(2B)\). The gradient \(\sigma_0/\ell\) supplies metal at the rate \((\kappa/B)\sigma_0/\ell\). Balance requires

\[
\frac{\sigma_0}{2B}\frac{d\ell}{dt}=\frac{\kappa\sigma_0}{B\ell}
\quad\Longrightarrow\quad
\frac{d(\ell^2)}{dt}=4\kappa
\quad\Longrightarrow\quad
\ell=2\sqrt{\kappa t}.
\]

In this approximation \(2L\) is the full extent of the disturbed zone, and \(L\) is its half-stress point. The error-function solution puts that point at \(0.954L\), five percent closer. The ramp predicts a void length \((\sigma_0/B)L\), or 114 nm, against 129 nm from the full solution. The ramp is low by about 11 percent because its gradient at the void, \(\sigma_0/(2L)\), is smaller than that of the full solution, \(\sigma_0/(\sqrt\pi L)\), by the factor \(\sqrt\pi/2=0.886\) at all times.

## When the line is too short

The solution above requires a remote far end. Let the line have length \(\ell_0\) and a far end that atoms cannot cross, so that \(\partial\sigma/\partial x=0\) there. While the disturbance is still weak at that end, the blocked boundary can be represented by a mirror image of the stress drop. The incoming drop is \(\sigma_0\,\mathrm{erfc}(\ell_0/2L)\), and the image doubles it:

\[
\frac{\Delta\sigma(\ell_0)}{\sigma_0}\simeq2\,\mathrm{erfc}\!\left(\frac{\ell_0}{2L}\right).
\]

For \(\ell_0=50\) µm the simulated drop after 1000 h is 0.39 percent of the initial tension. This line is effectively infinite at that time.

At much later times the square-root law fails. The slowest function that vanishes at the void and has zero slope at the far end is \(\sin(\pi x/2\ell_0)\). Substituting it in the diffusion equation gives decay as \(e^{-t/\tau}\), with

\[
\tau=\frac{4\ell_0^2}{\pi^2\kappa}
=\frac{4(50\times10^{-6})^2}{\pi^2(3.617\times10^{-17})}\ \mathrm{s}
\approx2.8\times10^7\ \mathrm{s},
\]

or about 7800 h. The void then approaches the length \(\sigma_0\ell_0/B=500\) nm, at which all the tension is gone. After 1000 h it has reached about a quarter of this value.

## Stress-dependent diffusivity

Tension makes vacancies easier to form. If a vacancy changes the volume by the full \(\Omega\), the local diffusivity is \(De^{\Omega\sigma/kT}\), where \(D\) now denotes the value at zero stress. With \(\alpha=\Omega\sigma_0/kT=0.362\), it is 1.44 times larger in the unrelaxed metal. One might expect the half-stress distance to grow by up to \(\sqrt{1.44}\), or 20 percent. The calculated distance grows by only 2.1 percent, to 11.11 µm.

A first-order expansion accounts for this. The similarity equation becomes

\[
(e^{\alpha s}s')'+\frac{\eta}{2}s'=0 .
\]

Set \(s=s_0+\alpha s_1\), where \(s_0=\mathrm{erf}(\eta/2)\), and define \(\mathcal Lf=f''+\eta f'/2\). At first order in \(\alpha\),

\[
\mathcal Ls_1=-(s_0s_0')'=-s_0'^2+\frac{\eta}{2}s_0s_0',
\]

since \(s_0''=-\eta s_0'/2\). The product rule \(\mathcal L(fg)=f\mathcal Lg+g\mathcal Lf+2f'g'\), with \(\mathcal Ls_0=0\), \(\mathcal Ls_0'=-s_0'/2\) and \(\mathcal L(\eta s_0')=-\eta s_0'\), gives

\[
\begin{aligned}
\mathcal L\left(-\tfrac12s_0^2\right)&=-s_0'^2,\\
\mathcal L\left(-\tfrac12\eta s_0s_0'\right)&=\tfrac{\eta}{2}s_0s_0'-\left(1-\tfrac{\eta^2}{2}\right)s_0'^2,\\
\mathcal L\left(-s_0'^2\right)&=\left(1-\tfrac{\eta^2}{2}\right)s_0'^2 .
\end{aligned}
\]

Their sum is the required right-hand side. A constant and a multiple of \(s_0\) can be added freely, because \(\mathcal L\) annihilates both. They are fixed by \(s_1=0\) at \(\eta=0\), where \(s_0'^2=1/\pi\), and at infinity:

\[
s_1=-\tfrac12s_0^2-\tfrac12\eta s_0s_0'-s_0'^2+\frac1\pi+\left(\frac12-\frac1\pi\right)s_0 .
\]

At the original half-stress point, \(\eta=0.954\), \(s_0=0.5\) and \(s_0'=0.449\). The five terms are \(-0.125\), \(-0.107\), \(-0.202\), \(0.318\) and \(0.091\), which nearly cancel and leave \(s_1=-0.025\). The point must move outward by

\[
\delta\eta=-\frac{\alpha s_1}{s_0'}=\frac{0.362\times0.025}{0.449}\approx0.020,
\]

or 2.1 percent of 0.954. The correction \(s_1\) is positive close to the void and negative farther out. It changes sign at \(\eta\approx0.70\), so it is still small at the half-stress point.

The small shift depends on \(D\) being the zero-stress value. If the given \(D\) instead applied at full tension, every local diffusivity would be 1.44 times smaller, and the half-stress distance would be \(11.11/\sqrt{1.44}\approx9.3\) µm.

## The void surface and its shape

A small void is not entirely stress-free. Removing one atom from the surface of a spherical void of radius \(r\) enlarges the void by \(\Omega=4\pi r^2dr\). The area grows by \(8\pi r\,dr=2\Omega/r\), at an energy cost \(2\gamma\Omega/r\), where \(\gamma\) is the surface energy. Placing the atom in metal under tension gains \(\Omega\sigma\). The flow therefore stops at \(\sigma_c=2\gamma/r\), and this replaces zero as the stress at \(x=0\).

With a rough \(\gamma=1.7\ \mathrm{J/m^2}\) and \(r=50\) nm held fixed, \(\sigma_c=68\) MPa. The profile is now

\[
\sigma=\sigma_c+(\sigma_0-\sigma_c)\,\mathrm{erf}(x/2L),
\]

because the diffusion equation is linear. The length \(L\) is unchanged, but the void length falls by the factor \((200-68)/200\), to 85 nm. The place where the tension equals 100 MPa also moves inward. There the error function must equal \((100-68)/(200-68)=0.24\), less than its value 0.28 at \(L/2\), so this point lies within 5.7 µm of the void. The fixed radius overstates the correction. In a line of 100 nm square section, a void length of 85 nm is about 1.6 times the volume of the initial sphere. Letting the sphere grow lowers \(\sigma_c\) and gives a void length of about 96 nm and a radius of about 71 nm, if the walls are ignored. They cannot be: the initial sphere already touches them. A sphere cut off by the walls reaches a void length of about 100 nm and a radius of about 87 nm, so these figures give only the size of the effect. With the growing void the 100 MPa point lies at about 7 to 7.5 µm.

Two other neglected effects are small. The void edge recedes by about 1 percent of \(L\). Vacancies also store some of the exchanged atoms. Their site fraction \(X_v\) changes by \(X_v\Omega\,d\sigma/kT\), compared with \(d\sigma/B\) for the lattice, so the ratio is \(X_vB\Omega/kT\). With \(X_v=e^{-E_v/kT}\) and a rough formation energy \(E_v\) of 1.3 eV, this is \(5\times10^{-13}\); a rough formation entropy of \(2.5k\) would raise it to \(6\times10^{-12}\), which is still negligible.

Geometry matters far more. Around a cylindrical void of radius \(r_0\) through a wide plate, atoms spread in all directions in the plane. Near the void the flow is nearly steady, so \(r\,\partial\sigma/\partial r\) is constant and the stress grows as \(\ln(r/r_0)\). If it reaches \(\sigma_0\) at a radius of order \(L\), half the tension is recovered where \(\ln(r/r_0)=\tfrac12\ln(L/r_0)\), or

\[
r_{1/2}\sim\sqrt{r_0L}=\sqrt{0.05\times11.41}\ \text{µm}\approx0.8\ \text{µm}.
\]

The radial diffusion equation with \(r_0\) held at 50 nm gives 0.96 µm, with 90 percent of the tension remaining at \(r=L\). A fixed radius is not consistent here, however: the metal removed in 1000 h would fill a cylinder of radius 0.7 µm. Once the void has outgrown its initial size, \(r_0=2\lambda\sqrt{\kappa t}\) and \(\sigma=\sigma_0\left[1-E_1(r^2/4\kappa t)/E_1(\lambda^2)\right]\), where \(E_1\) is the exponential integral. The balance \(dr_0/dt=(\kappa/B)\,\partial\sigma/\partial r\) at the void surface gives \(\lambda^2e^{\lambda^2}E_1(\lambda^2)=\sigma_0/B\). For \(\sigma_0/B=0.01\), \(\lambda^2\approx0.0017\): the void reaches a radius of 0.95 µm, half the tension is recovered at about 4.1 µm, and 82 percent remains at \(r=L\). These numbers keep the single local modulus \(B\) of the narrow line, which is only a model for a wide plate. The diffusion length is still 11 µm, but it no longer marks the half-stress point.

## Reading the result for real interconnects

The example represents a narrow damascene copper line during a stress-migration bake. A tension of a few hundred megapascals and a bake near 200 °C are reasonable rough values. The effective diffusivity is the least certain input, since it depends on the capping interface, the grain structure and the line dimensions. At fixed \(B\), \(T\) and \(t\), changing \(D\) by a factor of ten either way gives \(L=3.6\) or 36 µm. Real lines also break the assumption of uniform \(D\), because the paths differ from grain to grain; the effect of this on the profile is not computed here. Plastic flow, which relaxes stress without long-range transport, and the directional character of the stress are left out and have not been sized here.

Temperature enters mostly through \(D\). For an activation energy \(Q\), with \(B\), \(\Omega\) and \(t\) fixed,

\[
\frac{L(T')}{L(T)}=\sqrt{\frac{T}{T'}}\exp\!\left[-\frac{Q}{2k}\left(\frac1{T'}-\frac1T\right)\right].
\]

The factor 2 comes from the square root in \(L\). With a rough \(Q=0.9\) eV, a bake 10 K hotter gives 14.2 µm and one 10 K cooler gives 9.1 µm. At a use temperature of 378 K, the length after 1000 h is only 0.80 µm, about 14 times shorter than at 473 K. This comparison concerns the diffusion length alone; the initial tension also changes with temperature, and with it the size of the void.

For a narrow line with the stated inputs, "about 11 µm" is therefore a sound estimate of the distance to half stress when the void surface is nearly stress-free. For \(\sigma_0=200\) MPa, keeping the 100 MPa point within 10 percent of 10.9 µm requires \(\sigma_c\) below about 16 MPa, a radius of curvature above about 0.2 µm. The 50 nm void considered above does not meet this condition and puts the point at 5 to 7.5 µm.

## Computed values

```
INPUTS
effective atomic diffusivity D = 1.0e-18 m^2/s
confinement modulus B = 20 GPa
temperature T = 473 K
time t = 1000 h = 3.60e+06 s
copper lattice parameter (rough) = 0.3615 nm
initial tension (rough) = 200 MPa
line length = 50 um
MAIN RESULT
atomic volume Omega = 1.181e-29 m^3
thermal energy kT = 6.530e-21 J = 0.04076 eV
factor B*Omega/kT = 36.17
stress diffusivity kappa = 3.617e-17 m^2/s
kappa*t = 1.302e-10 m^2
relaxation length L = sqrt(kappa*t) = 11.41 um
other convention 2*sqrt(kappa*t) = 22.82 um
tracer length sqrt(D*t) = 1.90 um
remaining stress fraction at x = 0.5 L: 0.2763
remaining stress fraction at x = 1 L: 0.5205
remaining stress fraction at x = 2 L: 0.8427
remaining stress fraction at x = 3 L: 0.9661
half-stress point / L = 0.9539
half-stress point, formula = 10.88 um
half-stress point, simulation = 10.88 um
half-stress point at t/4, simulation = 5.44 um
void length, formula = 128.8 nm
void length, simulation = 128.8 nm
largest profile error, copper case = 2.0e-05
largest profile error, second case = 2.0e-05
hopping test: drift/(D*F/kT) = 1.00000
NEGLECTED EFFECTS
Omega*sigma0/kT = 0.362
diffusivity factor at full tension = 1.44
half-stress point, enhanced D = 11.11 um
shift from enhanced D = 2.1 %
void radius = 50 nm
surface energy (rough) = 1.7 J/m^2
capillary tension = 68 MPa
void length with capillarity = 85.0 nm
stress drop at blocked far end = 0.39 %
void length / L = 1.13 %
vacancy formation energy (rough) = 1.28 eV
vacancy storage / lattice storage = 8e-13
wide plate: half-stress radius = 0.96 um
wide plate: stress fraction at r = L: 0.904
activation energy (rough) = 0.9 eV
L at 483 K = 14.2 um
L at 463 K = 9.1 um
L at use temperature 378 K = 0.80 um
L for D = 1e-19 m^2/s: 3.6 um
L for D = 1e-17 m^2/s: 36.1 um
```
